# Miniband energies of a periodic heterostructure from the cell-matrix trace: a program that tests the result

```python
"""
Result under test: in a periodic layered semiconductor, the one-band envelope
equation -(hbar^2/2) d/dz[(1/m) dF/dz] + V F = E F has Bloch states of phase
theta = q*d exactly when D(E) = Tr M(E)/2 = cos(theta).
M carries the vector (F, (m0/m) dF/dz) through one period d.
Each layer is (thickness in nm, mass in units of m0, band edge in meV).
Energies are in meV and lengths in nm inside the program.
The reference is a finite-element diagonalization without transfer matrices.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import hbar, m_e, e
from scipy.linalg import eigh, eigvals, expm
from scipy.optimize import brentq

MEV = 1e-3 * e
NM = 1e-9
C = 2 * m_e * MEV * NM**2 / hbar**2      # 2 m0/hbar^2 in 1/(meV nm^2)

WELL, BARRIER = 6.0, 3.0
MW, MB, V0 = 0.06, 0.10, 300.0
CELL = [(WELL, MW, 0.0), (BARRIER, MB, V0)]
PERIOD = WELL + BARRIER


def layer_matrix(E, L, m, V):
    k = np.sqrt(complex(C * m * (E - V)))
    s = L if abs(k * L) < 1e-8 else (np.sin(k * L) / k).real
    c = np.cos(k * L).real
    return np.array([[c, m * s], [-C * (E - V) * s, c]])


def cell_matrix(E, layers):
    M = np.eye(2)
    for L, m, V in layers:
        M = layer_matrix(E, L, m, V) @ M
    return M


def half_trace(E, layers=CELL):
    return 0.5 * np.trace(cell_matrix(E, layers))


def two_terms(E, b=BARRIER, mass_ratio=MW / MB):
    """The two terms of the closed two-layer dispersion formula."""
    k = np.sqrt(complex(C * MW * E))
    kap = np.sqrt(complex(C * MB * (V0 - E)))
    xi = kap / k * mass_ratio
    t1 = np.cos(k * WELL) * np.cosh(kap * b)
    t2 = 0.5 * (xi - 1 / xi) * np.sin(k * WELL) * np.sinh(kap * b)
    return t1.real, t2.real


def fem_matrices(factor, layers, deg=16):
    """Weak form with F(z+d) = factor*F(z); one polynomial element per layer."""
    coef = np.zeros((deg + 1, deg + 1))
    coef[0, 0], coef[1, 0] = 0.5, -0.5
    coef[0, 1], coef[1, 1] = 0.5, 0.5
    for j in range(2, deg + 1):
        coef[j, j], coef[j - 2, j] = 1.0, -1.0
    x, w = leg.leggauss(deg + 2)
    B = leg.legval(x, coef)
    dB = leg.legval(x, leg.legder(coef, axis=0))
    n, nb = len(layers), deg - 1
    size = n + n * nb
    H = np.zeros((size, size), complex)
    S = np.zeros((size, size), complex)
    for j, (L, m, V) in enumerate(layers):
        s = (B * w) @ B.T * L / 2
        h = (dB * w) @ dB.T * (2 / L) / (C * m) + V * s
        P = np.zeros((deg + 1, size), complex)
        P[0, j] = 1.0
        P[2:, n + j * nb:n + (j + 1) * nb] = np.eye(nb)
        Q = P.copy()
        last = j == n - 1
        P[1, (j + 1) % n] = factor if last else 1.0
        Q[1, (j + 1) % n] = 1 / factor if last else 1.0
        H += Q.T @ h @ P
        S += Q.T @ s @ P
    return H, S


def fem_bands(theta, layers=CELL, count=3):
    H, S = fem_matrices(np.exp(1j * theta), layers)
    return eigh(H, S, eigvals_only=True)[:count]


def roots(f, grid):
    y = np.array([f(E) for E in grid])
    hits = np.nonzero(y[:-1] * y[1:] < 0)[0]
    return [brentq(f, grid[i], grid[i + 1], xtol=1e-11) for i in hits]


def offdiagonal_integral(E, layers=CELL):
    """Integral over cell origin z of the 12 element; also its samples."""
    x, w = leg.leggauss(20)
    total, samples = 0.0, []
    for j, (L, m, V) in enumerate(layers):
        for xi, wi in zip(x, w):
            z = 0.5 * L * (1 + xi)
            shifted = ([(L - z, m, V)] + layers[j + 1:] + layers[:j]
                       + [(z, m, V)])
            value = cell_matrix(E, shifted)[0, 1]
            samples.append(value)
            total += 0.5 * L * wi * value
    return total, np.array(samples)


# Layer matrices, unit determinant and closed formula against exponentials
for E in (40.0, 150.0, 299.0, 300.0, 450.0):
    M = np.eye(2)
    for L, m, V in CELL:
        T = expm(L * np.array([[0.0, m], [C * (V - E), 0.0]]))
        assert np.allclose(T, layer_matrix(E, L, m, V), atol=1e-10)
        M = T @ M
    assert abs(np.linalg.det(M) - 1) < 1e-10
    if E != V0:
        assert abs(sum(two_terms(E)) - np.trace(M) / 2) < 1e-10

# Band edges and dispersion against diagonalization
grid = np.linspace(0.1, 900.0, 3600)
edges = sorted(roots(lambda E: half_trace(E) - 1, grid)
               + roots(lambda E: half_trace(E) + 1, grid))[:6]
bands = [(edges[2 * i], edges[2 * i + 1]) for i in range(3)]
fem_edges = np.sort(np.concatenate([fem_bands(0.0), fem_bands(np.pi)]))
assert np.max(np.abs(fem_edges - edges)) < 1e-6


def band_energy(theta, n):
    lo, hi = bands[n]
    return brentq(lambda E: half_trace(E) - np.cos(theta), lo, hi, xtol=1e-11)


table, worst = [], 0.0
for fraction in (0.25, 0.5, 0.75):
    theta = fraction * np.pi
    tm = np.array([band_energy(theta, n) for n in range(3)])
    worst = max(worst, np.max(np.abs(tm - fem_bands(theta))))
    table.append((fraction, tm))
assert worst < 1e-6

# Cell without mirror symmetry, both signs of the Bloch phase
asymmetric = [(5.0, 0.06, 0.0), (2.0, 0.08, 150.0), (3.0, 0.10, 300.0)]
for theta in (-2.1, -0.7, 0.7, 2.1):
    for E in fem_bands(theta, asymmetric):
        assert abs(half_trace(E, asymmetric) - np.cos(theta)) < 1e-7

# Slope identity and one sign of the off-diagonal element inside bands
for n in range(3):
    for theta in (0.3, 1.5, 2.8):
        E = band_energy(theta, n)
        integral, samples = offdiagonal_integral(E)
        slope = (half_trace(E + 1e-3) - half_trace(E - 1e-3)) / 2e-3
        assert abs(-C * integral / 2 / slope - 1) < 1e-6
        assert np.all(samples > 0) or np.all(samples < 0)

# Group velocity at quarter phase and mass at the lowest band bottom
E_mid = band_energy(np.pi / 2, 0)
slope_mid = -C * offdiagonal_integral(E_mid)[0] / 2
to_speed = MEV * NM / hbar
velocity = -PERIOD / slope_mid * to_speed
h = 1e-3
dE = fem_bands(np.pi / 2 + h)[0] - fem_bands(np.pi / 2 - h)[0]
velocity_fem = PERIOD * dE / (2 * h) * to_speed
assert abs(velocity / velocity_fem - 1) < 1e-5
mass = offdiagonal_integral(bands[0][0])[0] / PERIOD**2
h = 0.02
curvature = 2 * (fem_bands(h)[0] - fem_bands(0.0)[0]) / h**2
mass_fem = 2 / (C * PERIOD**2 * curvature)
assert abs(mass / mass_fem - 1) < 1e-3   # finite-step error of order h^2

# Evanescent state in the first gap: real multiplier in the diagonalization
E_gap = 0.5 * (bands[0][1] + bands[1][0])
D_gap = half_trace(E_gap)
assert D_gap < -1
multiplier = D_gap + np.sqrt(D_gap**2 - 1)
gap_levels = eigvals(*fem_matrices(multiplier, CELL))
assert np.min(np.abs(gap_levels - E_gap)) < 1e-6
decay = PERIOD / np.arccosh(abs(D_gap))

# Matching F' instead of F'/m changes the energy at quarter phase
E_wrong = roots(lambda E: sum(two_terms(E, mass_ratio=1.0)),
                np.linspace(1.0, 299.0, 600))[0]
assert abs(E_wrong - fem_bands(np.pi / 2)[0]) > 1.0


# Thick-barrier law for the lowest miniband
def isolated(E):
    k, kap = np.sqrt(C * MW * E), np.sqrt(C * MB * (V0 - E))
    xi = kap * MW / (k * MB)
    return np.cos(k * WELL) + 0.5 * (xi - 1 / xi) * np.sin(k * WELL)


E0 = roots(isolated, np.linspace(1.0, 299.0, 600))[0]
k0, kap0 = np.sqrt(C * MW * E0), np.sqrt(C * MB * (V0 - E0))
assert abs(np.tan(k0 * WELL / 2) - kap0 * MW / (k0 * MB)) < 1e-8
g_slope = (isolated(E0 + 1e-3) - isolated(E0 - 1e-3)) / 2e-3
widths = []
for b in (3.0, 6.0, 9.0):
    layers = [(WELL, MW, 0.0), (b, MB, V0)]
    true = fem_bands(np.pi, layers)[0] - fem_bands(0.0, layers)[0]
    law = 4 * np.exp(-kap0 * b) / abs(g_slope)
    widths.append((b, true, law, law / true - 1))
assert abs(widths[1][3]) < 0.01 and abs(widths[2][3]) < 1e-3
assert abs(widths[2][3]) < abs(widths[1][3]) < abs(widths[0][3])

# Printed worked example
print(f"well, barrier, period: {WELL:.1f}, {BARRIER:.1f}, {PERIOD:.1f} nm")
print(f"masses well, barrier: {MW:.2f}, {MB:.2f} m0; V0 = {V0:.0f} meV")
for n, (lo, hi) in enumerate(bands, 1):
    print(f"miniband {n}: {lo:.3f} to {hi:.3f} meV, width {hi-lo:.3f} meV")
for n in (0, 1):
    print(f"gap {n+1}-{n+2}: {bands[n+1][0]-bands[n][1]:.3f} meV")
for fraction, E in table:
    print(f"qd/pi = {fraction:.2f}: E1,E2,E3 = "
          f"{E[0]:.3f}, {E[1]:.3f}, {E[2]:.3f} meV")
print(f"largest difference from diagonalization: {worst:.1e} meV")
k, kap = np.sqrt(C * MW * E_mid), np.sqrt(C * MB * (V0 - E_mid))
t1, t2 = two_terms(E_mid)
print(f"first miniband at qd=pi/2: E = {E_mid:.3f} meV")
print(f"there k = {k:.5f} 1/nm, kappa = {kap:.5f} 1/nm")
print(f"there ka = {k*WELL:.5f}, kappa b = {kap*BARRIER:.5f}, "
      f"xi = {kap*MW/(k*MB):.5f}")
print(f"two terms of cos(qd): {t1:.5f} and {t2:.5f}")
for name, T in (("well", layer_matrix(E_mid, *CELL[0])),
                ("barrier", layer_matrix(E_mid, *CELL[1])),
                ("cell", cell_matrix(E_mid, CELL))):
    print(f"{name} matrix: 11 = {T[0,0]:.5f}, 12 = {T[0,1]:.5f} nm, "
          f"21 = {T[1,0]:.5f} 1/nm, 22 = {T[1,1]:.5f}")
print(f"dD/dE at qd=pi/2: {slope_mid:.6f} 1/meV")
print(f"group velocity: {velocity:.4e} m/s; "
      f"from diagonalization {velocity_fem:.4e} m/s")
print(f"mass at bottom of miniband 1: {mass:.5f} m0; "
      f"from diagonalization {mass_fem:.5f} m0")
print(f"middle of first gap: E = {E_gap:.3f} meV, D = {D_gap:.5f}")
print(f"Bloch multiplier there: {multiplier:.5f}; "
      f"amplitude decay length {decay:.3f} nm")
print(f"energy at qd=pi/2 with wrong F' matching: {E_wrong:.3f} meV, "
      f"error {E_wrong-E_mid:.3f} meV")
print(f"isolated-well level: {E0:.3f} meV, kappa = {kap0:.5f} 1/nm")
print(f"slope of g at isolated level: {g_slope:.6f} 1/meV")
for b, true, law, err in widths:
    print(f"barrier {b:.0f} nm: width {true:.5f} meV, "
          f"thick-barrier law {law:.5f} meV, relative error {err:.1e}")
print("OK")
```

Output:

```
well, barrier, period: 6.0, 3.0, 9.0 nm
masses well, barrier: 0.06, 0.10 m0; V0 = 300 meV
miniband 1: 59.097 to 74.221 meV, width 15.124 meV
miniband 2: 230.405 to 307.180 meV, width 76.775 meV
miniband 3: 459.736 to 703.452 meV, width 243.716 meV
gap 1-2: 156.184 meV
gap 2-3: 152.556 meV
qd/pi = 0.25: E1,E2,E3 = 60.997, 291.452, 485.201 meV
qd/pi = 0.50: E1,E2,E3 = 65.964, 262.509, 544.027 meV
qd/pi = 0.75: E1,E2,E3 = 71.617, 239.237, 619.500 meV
largest difference from diagonalization: 9.5e-11 meV
first miniband at qd=pi/2: E = 65.964 meV
there k = 0.32230 1/nm, kappa = 0.78375 1/nm
there ka = 1.93383, kappa b = 2.35126, xi = 1.45903
two terms of cos(qd): -1.88103 and 1.88103
well matrix: 11 = -0.35511, 12 = 0.17403 nm, 21 = -5.02164 1/nm, 22 = -0.35511
barrier matrix: 11 = 5.29704, 12 = 0.66370 nm, 21 = 40.76930 1/nm, 22 = 5.29704
cell matrix: 11 = -5.21390, 12 = 0.68614 nm, 21 = -41.07740 1/nm, 22 = 5.21390
dD/dE at qd=pi/2: -0.134062 1/meV
group velocity: 1.0199e+05 m/s; from diagonalization 1.0199e+05 m/s
mass at bottom of miniband 1: 0.14825 m0; from diagonalization 0.14825 m0
middle of first gap: E = 152.313 meV, D = -3.42086
Bloch multiplier there: -0.14943; amplitude decay length 4.734 nm
energy at qd=pi/2 with wrong F' matching: 86.509 meV, error 20.546 meV
isolated-well level: 66.220 meV, kappa = 0.78333 1/nm
slope of g at isolated level: -0.025362 1/meV
barrier 3 nm: width 15.12377 meV, thick-barrier law 15.04175 meV, relative error -5.4e-03
barrier 6 nm: width 1.43474 meV, thick-barrier law 1.43455 meV, relative error -1.3e-04
barrier 9 nm: width 0.13682 meV, thick-barrier law 0.13681 meV, relative error -2.3e-06
OK
```
